# The gap of the four-site phosphorene model at Gamma

## Problem

Phosphorene is a single puckered sheet of black phosphorus. Its cell holds four atoms: A and B in the lower sublayer, C and D in the upper. Place one real orbital on each, with equal site energies, set to zero, and no spin-orbit coupling. Each orbital supplies one electron, so two of the four bands are filled. The matrix element between neighbouring orbitals is $+t_n$, with

$$t_1=-1.220,\quad t_2=3.665,\quad t_3=-0.205,\quad t_4=-0.105,\quad t_5=-0.055\ \text{eV}.$$

Let $x$ be the armchair direction (period $a$) and $y$ the zigzag direction (period $b$). The sites are

$$A=(0,0,0),\quad B=(w,\tfrac b2,0),\quad C=(w+v,\tfrac b2,d),\quad D=(2w+v,0,d),$$

with $a=2(w+v)$. Rounded lengths close to those of phosphorene are $w=1.42$, $v=0.79$, $d=2.13$ and $b=3.30$ Å, so $a=4.42$ Å. Seen from A, the bonds are:

- $t_1$: two B sites at $\Delta x=w$, $\Delta y=\pm b/2$;
- $t_2$: one D site at $\Delta x=-v$, $\Delta y=0$;
- $t_3$: two B sites at $\Delta x=w-a$, $\Delta y=\pm b/2$;
- $t_4$: four C sites at $\Delta x=\pm a/2$, $\Delta y=\pm b/2$;
- $t_5$: one D site at $\Delta x=a-v$, $\Delta y=0$.

(a) Find the levels and the gap at Gamma. (b) How does the gap depend on $t_4$, and under what condition? (c) Are the band edges of the whole zone at Gamma? (d) What does $t_4$ do to the masses? (e) Which neglected effects matter most for the number found?

## Hints

1. At $\mathbf k=0$ every Bloch phase is one, so only the number of bonds of each kind counts.
2. All four sites are equivalent. Try amplitudes of equal size and choose their signs.
3. Identify the two middle levels before subtracting, and ask when their order would change.
4. Away from Gamma, use the symmetry that exchanges A with C and B with D.

## Solution

### (a) Levels and gap

Add the bonds that join the same pair of site types:

$$\alpha=2t_1+2t_3=-2.850,\qquad \beta=t_2+t_5=3.610,\qquad \gamma=4t_4=-0.420\ \text{eV}.$$

Here $\alpha$ joins A-B and C-D, $\beta$ joins A-D and B-C, and $\gamma$ joins A-C and B-D. In the order A, B, C, D,

$$H(0)=\begin{pmatrix}0&\alpha&\gamma&\beta\\ \alpha&0&\beta&\gamma\\ \gamma&\beta&0&\alpha\\ \beta&\gamma&\alpha&0\end{pmatrix}.$$

Try the vector $(1,s,sr,r)/2$ with $s,r=\pm1$. Without the common factor, the first row gives

$$E=s\alpha+r\beta+sr\gamma .$$

The other rows must give $E$ times their own amplitude. Since $s^2=r^2=1$,

$$\begin{aligned}
\text{B:}&\quad \alpha+sr\beta+r\gamma=sE,\\
\text{C:}&\quad \gamma+s\beta+r\alpha=srE,\\
\text{D:}&\quad \beta+s\gamma+sr\alpha=rE.
\end{aligned}$$

The four sign choices give four orthogonal vectors, hence all the levels:

$$\begin{aligned}
(s,r)=(+,-):&\quad \alpha-\beta-\gamma=-6.040\ \text{eV},\\
(-,-):&\quad -\alpha-\beta+\gamma=-1.180\ \text{eV},\\
(+,+):&\quad \alpha+\beta+\gamma=0.340\ \text{eV},\\
(-,+):&\quad -\alpha+\beta-\gamma=6.880\ \text{eV}.
\end{aligned}$$

The lower two are filled. The gap is therefore

$$E_g=(\alpha+\beta+\gamma)-(-\alpha-\beta+\gamma)=2(\alpha+\beta)=4t_1+2t_2+4t_3+2t_5,$$

$$E_g=-4.880+7.330-0.820-0.110=1.520\ \text{eV}=0.05586\ \text{hartree}.$$

The gap is a small difference of large terms. The bonds in $\beta$ alone would separate the two edge states by $2\beta=7.22$ eV; the bonds within the sublayers take back $2|\alpha|=5.70$ eV. A one per cent increase in $|t_1|$, the other hoppings held fixed, lowers the gap by 0.049 eV, and a one per cent increase in $t_2$ raises it by 0.073 eV. The third decimal of $E_g$ is arithmetic, not knowledge of the material.

### (b) The role of $t_4$

The edge states are $(1,-1,1,-1)/2$ below the gap and $(1,1,1,1)/2$ above it. In both, A and C have equal amplitudes, and so do B and D. These are the pairs joined by $t_4$. Each edge therefore moves by $\gamma=-0.420$ eV, and the shift cancels in the difference.

The cancellation requires that these two states remain the middle levels. The filled state $(-,-)$ must lie above $(+,-)$:

$$(-\alpha-\beta+\gamma)-(\alpha-\beta-\gamma)=2(\gamma-\alpha)>0 .$$

The empty state $(+,+)$ must lie below $(-,+)$:

$$(-\alpha+\beta-\gamma)-(\alpha+\beta+\gamma)=-2(\alpha+\gamma)>0 .$$

Since $\alpha<0$, the two conditions together read $|\gamma|<|\alpha|$, or

$$|t_4|<\frac{|\alpha|}{4}=0.7125\ \text{eV}.$$

The given $|t_4|=0.105$ eV is well inside. The gap is thus independent of $t_4$ over a finite range, with the other hoppings fixed and the two sublayers equivalent.

### (c) The rest of the zone

Let $q_x=k_xa/2$, $q_y=k_yb/2$ and $p=\cos q_x\cos q_y$. With phases taken from the bond displacements,

$$\begin{aligned}
H_{AB}&=2\cos q_y\left[t_1e^{ik_xw}+t_3e^{ik_x(w-a)}\right],\\
H_{AD}&=t_2e^{-ik_xv}+t_5e^{ik_x(a-v)},\qquad H_{AC}=\gamma p .
\end{aligned}$$

The site coordinates also give $H_{CD}=H_{AB}$, $H_{CB}=H_{AD}$ and $H_{BD}=H_{AC}$. This is the glide symmetry: a shift by $(a/2,b/2)$ combined with an exchange of the sublayers. We may therefore set the amplitude on C to $\sigma$ times that on A, and the amplitude on D to $\sigma$ times that on B, with $\sigma=\pm1$. What remains is

$$\begin{pmatrix}\sigma\gamma p&H_{AB}+\sigma H_{AD}\\ (H_{AB}+\sigma H_{AD})^*&\sigma\gamma p\end{pmatrix}.$$

Take $\sigma=+1$ and multiply the off-diagonal element by the phase $e^{ik_xv}$, which leaves its modulus unchanged. Because $w+v=a/2$, it becomes

$$F=t_2+2\cos q_y\left(t_1e^{iq_x}+t_3e^{-iq_x}\right)+t_5e^{2iq_x},\qquad E_\pm=\gamma p\pm|F| .$$

The choice $\sigma=-1$ reverses the signs of $\gamma p$ and of the $t_1,t_3$ terms relative to $t_2,t_5$. The replacement $q_x\to q_x+\pi$ does the same, so one formula covers all four bands.

A modulus is at least as large as the real part. Since $t_5<0$, we also have $t_5\cos2q_x\ge t_5$, and so

$$|F|\ge \mathrm{Re}\,F=t_2+\alpha p+t_5\cos 2q_x\ge\beta+\alpha p .$$

Insert this in the two energies:

$$E_+\ge\beta+(\alpha+\gamma)p,\qquad E_-\le-\beta+(\gamma-\alpha)p .$$

For $|\gamma|<|\alpha|$ the first coefficient of $p$ is negative and the second positive. As $p\le1$,

$$E_+\ge\alpha+\beta+\gamma,\qquad E_-\le-\alpha-\beta+\gamma .$$

At Gamma $p=1$ and $F=\alpha+\beta>0$, so both bounds are reached there. The model has a direct gap at Gamma, and 1.52 eV is its gap over the whole zone. Diagonalizing the four-site matrix on a $48\times48$ grid of the zone gives the same 1.520 eV for $t_4=-0.700$, $-0.105$, $0$ and $0.700$ eV.

### (d) The masses

The Gamma gap needs no lengths, but the masses do. In atomic units the inverse mass is the second derivative of the energy with respect to $k$; for holes its sign is reversed.

Along $y$, set $q_x=0$. Then $F=\beta+\alpha\cos q_y$, which is positive, and

$$E_\pm=\gamma\cos q_y\pm(\beta+\alpha\cos q_y).$$

With $\cos q_y\simeq1-q_y^2/2$, the upper edge changes by $(-\alpha-\gamma)q_y^2/2$ and the lower by $-(-\alpha+\gamma)q_y^2/2$. Since $q_y=k_yb/2$,

$$\frac1{m_y^e}=\frac{b^2}{4}(-\alpha-\gamma),\qquad \frac1{m_y^h}=\frac{b^2}{4}(-\alpha+\gamma).$$

Along $x$, set $q_y=0$ and write $c_1=2t_1$, $c_3=2t_3$. The terms $t_2,c_1,c_3,t_5$ of $F$ carry phases $0,q_x,-q_x,2q_x$. In $|F|^2$ each pair of terms appears as twice its product times the cosine of the phase difference. To second order,

$$|F|^2\simeq(\alpha+\beta)^2-S\,q_x^2,$$

where $S$ sums the pair products weighted by the squared difference of the phase multiples:

$$S=t_2(c_1+c_3)+c_1t_5+4c_1c_3+4t_2t_5+9c_3t_5 .$$

In numbers, $S=-10.445+0.134+4.002-0.806+0.203=-6.91$ eV². The square root gives

$$|F|\simeq(\alpha+\beta)+\frac{K q_x^2}{2},\qquad K=-\frac{S}{\alpha+\beta}=9.10\ \text{eV}.$$

Adding $\gamma\cos q_x\simeq\gamma-\gamma q_x^2/2$,

$$\frac1{m_x^e}=\frac{a^2}{4}(K-\gamma),\qquad \frac1{m_x^h}=\frac{a^2}{4}(K+\gamma).$$

The brackets are 9.52 and 8.68 eV along $x$, and 3.27 and 2.43 eV along $y$. After conversion to atomic units, the electron masses are $0.164$ along $x$ and $0.856$ along $y$, in units of the free-electron mass; the hole masses are $0.180$ and $1.152$.

At $t_4=0$ the bands are mirror images, $E_\pm=\pm|F|$, and electrons and holes have equal masses. A negative $t_4$ makes electrons lighter and holes heavier. Within this model the gap is silent about $t_4$, but the difference between the inverse electron and hole masses measures it. In the material the masses are also split by hopping between equal sites, 3.30 Å apart along $y$ and 4.42 Å apart along $x$. This is left out here, so the masses do not fix $t_4$ by themselves. The light $x$ masses come mainly from the small denominator $\alpha+\beta$. Expanding the real and imaginary parts of $F$ separately gives $K=(-\alpha-4t_5)+(c_1-c_3+2t_5)^2/(\alpha+\beta)=3.07+6.03$ eV. The factor $a^2/b^2=1.79$ adds to the anisotropy.

### (e) What the number leaves out

**Excitons.** An absorbed photon creates an electron and a hole that attract each other. Their reduced masses, from $1/\mu=1/m^e+1/m^h$, are $\mu_x=0.0858$ and $\mu_y=0.491$. Take the screened sheet interaction $V(q)=-2\pi/[q(\kappa+r_0q)]$ in atomic units, where $r_0$ is the sheet's screening length and $\kappa$ the mean dielectric constant of the surroundings. The trial state is

$$\psi\propto e^{-\rho},\qquad \rho^2=\frac{x^2}{L_x^2}+\frac{y^2}{L_y^2}.$$

In scaled coordinates $|\nabla\psi|^2=\psi^2$, shared equally between the two directions. The Fourier transform of the normalized density is

$$4\int_0^\infty e^{-2\rho}J_0(Q\rho)\rho\,d\rho=\left(1+\frac{Q^2}{4}\right)^{-3/2},\qquad Q^2=L_x^2q_x^2+L_y^2q_y^2,$$

where $q_x,q_y$ now denote the components of the wave vector $\mathbf q$. The energy to be minimized is

$$E=\frac14\left(\frac1{\mu_xL_x^2}+\frac1{\mu_yL_y^2}\right)-\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q(\kappa+r_0q)}\left(1+\frac{Q^2}{4}\right)^{-3/2}.$$

With a rough $r_0=26$ Å and $\kappa=1$, the minimum shows a binding of at least 0.69 eV within this effective-mass model. On an oxide of dielectric constant 3.9 with vacuum above, $\kappa=(1+3.9)/2=2.45$, and the binding is at least 0.35 eV. With the gap held at 1.52 eV, absorption of light polarized along $x$ would start no higher than 0.83 eV and 1.17 eV respectively. For light polarized along $y$ the transition between the two edge states is forbidden, because both are even under $y\to-y$. A converged solution of the same effective-mass problem gives 0.71 and 0.37 eV. The result depends more on the rough $r_0$: the free-standing binding is 0.85 eV for $r_0=20$ Å and 0.61 eV for $r_0=32$ Å. In a real sample the substrate also lowers the single-particle gap, so the onset moves much less than the difference between the two figures suggests. The free-standing binding is nearly half the gap, which strains the use of parabolic bands, so these are estimates of size.

**Omitted hoppings.** Two neighbour shells within the range of $t_5$ carry no hopping. The one at 3.30 Å joins equal sites along $y$; it shifts all Gamma levels together and leaves the gap at Gamma alone. A hopping $t''$ there does change the brackets of the $y$ masses, to $3.27-8t''$ eV for electrons and $2.43+8t''$ eV for holes. For $t''=-0.25$ eV the hole mass rises from 1.15 to 6.5. Below $-0.30$ eV or above $0.41$ eV a band edge leaves Gamma and the gap shrinks. First-principles calculations give a zigzag hole mass of several free-electron masses, so the model's 1.152 should not be taken for the material's value. The one at 4.01 Å gives A two more D neighbours. A hopping $t'$ there adds $2t'$ to $\beta$ and $4t'$ to the gap: 0.040 eV for $t'=0.010$ eV.

**Temperature.** A parabolic band in two dimensions has a density of states $\sqrt{m_xm_y}/\pi$, spin included. Integrated with a Boltzmann factor, this gives $\sqrt{m_xm_y}\,k_BT/\pi$ for each band. Equal numbers of electrons and holes then require

$$n_i=\frac{k_BT}{\pi}\left(m_x^em_y^em_x^hm_y^h\right)^{1/4}e^{-E_g/2k_BT}.$$

At 300 K, where $k_BT=0.02585$ eV, this is 0.76 cm⁻²; a sum over the model's own bands gives 0.78 cm⁻². Thermal excitation across a fixed gap of this size is negligible. The change of the gap itself through lattice vibrations is not estimated here.

**Comparison with the material.** The single-particle gap of monolayer phosphorene is roughly 2 eV, and its optical onset roughly 1.5 eV, both depending on the surroundings. The model's 1.52 eV is thus low as a single-particle gap, and its closeness to the optical onset is no confirmation, because the model contains no electron-hole attraction. For an optical device that attraction cannot be left out. For a transistor the single-particle gap is the relevant one, and in this model it is set by the hoppings alone. The outer levels at $-6.04$ and $6.88$ eV should not be read as predictions, since other orbitals are missing.

## Variation 1: a strong $t_4$

Set $t_4=-0.800$ eV and keep the other hoppings. Now $\gamma=-3.200$ eV and $|\gamma|>|\alpha|$. The levels are

$$\begin{aligned}
(-,-):&\quad 2.85-3.61-3.20=-3.96\ \text{eV},\\
(+,-):&\quad -2.85-3.61+3.20=-3.26\ \text{eV},\\
(+,+):&\quad -2.85+3.61-3.20=-2.44\ \text{eV},\\
(-,+):&\quad 2.85+3.61+3.20=9.66\ \text{eV}.
\end{aligned}$$

The two filled levels have changed order. The gap is now

$$E_g=(\alpha+\beta+\gamma)-(\alpha-\beta-\gamma)=2(\beta+\gamma)=0.82\ \text{eV}.$$

The new upper filled state has opposite amplitudes on A and C, so $t_4$ moves it against the conduction edge. For $t_4=+0.800$ eV the two empty levels change order instead, and the gap is $2(\beta-\gamma)$, again 0.82 eV. Both regimes are contained in

$$E_g=2\left[\beta-\max(|\alpha|,|\gamma|)\right],$$

for $\alpha<0<\beta$, $t_5<0$ and both magnitudes below $\beta$. The bounds of part (c) extend this to the whole zone: when a coefficient of $p$ changes sign, its extremum moves to $p=-1$, which is Gamma in the other glide sector. The gap closes at $|t_4|=\beta/4=0.9025$ eV.

## Variation 2: a field across the sheet

Let a normal field raise A and B by $u$ and lower C and D by $u$. The sublayers are no longer equivalent, but A and B still are, as are C and D. Use amplitudes $(X,sX,Y,sY)$. The rows for A and C give

$$\begin{pmatrix}s\alpha+u&\gamma+s\beta\\ \gamma+s\beta&s\alpha-u\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=E\begin{pmatrix}X\\Y\end{pmatrix}.$$

Since $(\gamma+s\beta)^2=(\beta+s\gamma)^2$, the levels are $E=s\alpha\pm\sqrt{u^2+(\beta+s\gamma)^2}$. The conduction edge is the upper root for $s=+1$, the valence edge the lower root for $s=-1$. At Gamma,

$$E_g=2\alpha+\sqrt{u^2+(\beta+\gamma)^2}+\sqrt{u^2+(\beta-\gamma)^2}.$$

At $u=0$ the roots add to $2\beta$ and $\gamma$ drops out. For small $u$ each root grows by $u^2/2$ divided by its value at $u=0$, so

$$\Delta E_g\simeq\frac{u^2}{2}\left(\frac1{\beta+\gamma}+\frac1{\beta-\gamma}\right)=\frac{u^2\beta}{\beta^2-\gamma^2}.$$

Now $t_4$ enters, through $\gamma^2$. A field of 1 MV/cm inside the sheet gives $2u=0.0213$ eV across the height of 2.13 Å and widens the gap by only $3.2\times10^{-5}$ eV. This is the response of the four-orbital model; polarization within each atom is left out and may alter the size or even the sign of the shift in the material. As a purely formal test, take $2u=2$ eV. It would need about 94 MV/cm across the sheet, far beyond the roughly 10 MV/cm at which silicon dioxide breaks down. Even then, the given $t_4$ changes the model's gap by just 0.0034 eV relative to $t_4=0$. The independence is then no longer exact, but it remains a good approximation for these hoppings.

## Table of computed values

```
hopping t1 = -1.220 eV
hopping t2 = 3.665 eV
hopping t3 = -0.205 eV
hopping t4 = -0.105 eV
hopping t5 = -0.055 eV
cell a (armchair), b (zigzag) = 4.42, 3.30 angstrom
chain width, layer step, height = 1.42, 0.79, 2.13 angstrom
shell t1: 2.177 angstrom, 2 neighbours
shell t2: 2.272 angstrom, 1 neighbours
shell omitted near: 3.300 angstrom, 2 neighbours
shell t3: 3.424 angstrom, 2 neighbours
shell t4: 3.485 angstrom, 4 neighbours
shell omitted far: 4.006 angstrom, 2 neighbours
shell t5: 4.209 angstrom, 1 neighbours
alpha, beta, gamma = -2.850, 3.610, -0.420 eV
levels at Gamma = -6.040, -1.180, 0.340, 6.880 eV
gap = 1.520 eV = 0.05586 hartree
t4 shift of valence, conduction edge = -0.420, -0.420 eV
limit on |t4| for a t4-free gap = 0.7125 eV
|t4| at which the gap closes = 0.9025 eV
whole-zone gap at t4 = -0.800 eV: 0.820 eV
whole-zone gap at t4 = -0.700 eV: 1.520 eV
whole-zone gap at t4 = -0.105 eV: 1.520 eV
whole-zone gap at t4 = 0.000 eV: 1.520 eV
whole-zone gap at t4 = 0.700 eV: 1.520 eV
whole-zone gap at t4 = 0.800 eV: 0.820 eV
pair sum S = -6.9128 eV^2, K = 9.0958 eV
electron mass x, y = 0.164, 0.856 m_e
hole mass x, y = 0.180, 1.152 m_e
gap slopes for t1..t5 = 4, 2, 4, 0, 2 eV/eV
gap change for 1% of |t1|, |t2| = 0.0488, 0.0733 eV
gap change, 0.01 eV on omitted near shell = 0.000 eV
gap change, 0.01 eV on omitted far shell = 0.040 eV
normal field = 1.0 MV/cm, bias = 0.0213 eV
gap change in this field = 3.19e-05 eV
t4 contribution to gap at 2 eV bias = 0.00339 eV
temperature = 300 K, kT = 0.02585 eV
intrinsic density, band sum = 0.78 cm^-2
intrinsic density, parabolic = 0.76 cm^-2
reduced mass x, y = 0.0858, 0.4910 m_e
rough screening length = 26 angstrom
oxide constant, mean surroundings = 3.9, 2.45
exciton binding, free = 0.693 eV
exciton lengths x, y, free = 12.9, 7.0 angstrom
gap minus binding, free = 0.827 eV
exciton binding, oxide = 0.359 eV
exciton lengths x, y, oxide = 15.1, 8.1 angstrom
gap minus binding, oxide = 1.161 eV
```
